# Saturation Exposure of a Deep Hole in Atomic Layer Deposition: test program

```python
"""
Result under test: filling a deep cylindrical blind hole in atomic layer deposition
needs, for large aspect ratio a = depth/diameter,
    pressure * time = (3/2) * K * sqrt(2 pi m k T) * a**2,
with free-molecular flow, unit sticking on unfilled wall and cosine re-emission
from filled wall.  K = molecules taken per unit wall area, m = molecular mass.
Lengths in the transport part are in hole diameters; the reduced exposure is
E = (impingement flux at the mouth) * time / K.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad


def disk_view(x):
    """Probability that a molecule entering a tube first hits deeper than x."""
    return 1.0 / (np.sqrt(1.0 + x * x) + x) ** 2


def cavity(depth, h):
    """Exchange probabilities of wall rings of width h plus the bottom disk.
    Areas are in units of the mouth area; the last cell is the bottom."""
    n = int(round(depth / h))
    view = disk_view(np.arange(n + 2) * h)
    ring = np.empty(n)
    ring[0] = 4 * h - 2 * (1 - view[1])
    ring[1:] = view[:n - 1] - 2 * view[1:n] + view[2:n + 1]
    i = np.arange(n)
    exchange = np.zeros((n + 1, n + 1))
    exchange[:n, :n] = ring[np.abs(i[:, None] - i[None, :])]
    exchange[:n, n] = exchange[n, :n] = view[n - i - 1] - view[n - i]
    area = np.append(np.full(n, 4 * h), 1.0)
    from_mouth = np.append(view[i] - view[i + 1], view[n])
    return exchange / area[:, None], from_mouth / area


def fill_exposure(depth, h):
    """Reduced exposure to fill every cell; sticking is 1 until a cell is full."""
    hits, flux = cavity(depth, h)
    cover = np.zeros(len(flux))
    vacant = np.ones(len(flux), bool)
    exposure = 0.0
    while True:
        step = np.min((1 - cover[vacant]) / flux[vacant])
        cover[vacant] += flux[vacant] * step
        exposure += step
        newly_full = np.flatnonzero(vacant & (cover > 1 - 1e-11))
        vacant[newly_full] = False
        if not vacant.any():
            return exposure
        for k in newly_full:  # cell k now re-emits: rank-one update
            gain = hits[:, k] / (1 - hits[k, k])
            flux = flux + gain * flux[k]
            hits += np.outer(gain, hits[k].copy())


def fill_extrapolated(depth):
    """Remove ring-width errors of first and second order."""
    e1, e2, e3 = (fill_exposure(depth, h) for h in (0.5, 0.25, 0.125))
    return (8 * e3 - 6 * e2 + e1) / 3


def langmuir_exposure(depth, s0, h=0.25, left=0.01):
    """Exposure until all cells have coverage 1-left; sticking s0*(1-coverage)."""
    hits, source = cavity(depth, h)
    unit = np.eye(len(source))
    gap = np.ones(len(source))
    exposure = 0.0

    def flux(g):
        return np.linalg.solve(unit - hits * (1 - s0 * g), source)

    while True:
        f = flux(gap)
        step = min(0.1 / np.max(s0 * f * gap), 0.5 / np.max(s0 * f[gap > left]))
        f_end = flux(gap * np.exp(-s0 * f * step))
        new = gap * np.exp(-s0 * step * (f + f_end) / 2)
        if new.max() < left:
            part = np.log(gap.max() / left) / np.log(gap.max() / new.max())
            return exposure + part * step
        gap = new
        exposure += step


def open_tube(length, h):
    """Transmission of an open tube and mean overshoot out of its mouth."""
    hits, source = cavity(length, h)
    n = len(source) - 1
    flux = np.linalg.solve(np.eye(n) - hits[:n, :n], source[:n])
    middle = (np.arange(n) + 0.5) * h
    through = source[n] + hits[n, :n] @ flux
    overshoot = np.sum(flux * disk_view(middle)) * h / (1 - through)
    return through, overshoot


def traced_transmission(length, count, rng):
    """Transmission by following molecules with cosine emission."""
    r = 0.5 * np.sqrt(rng.random(count))
    psi = 2 * np.pi * rng.random(count)
    chord = -r * np.cos(psi) + np.sqrt(0.25 - (r * np.sin(psi)) ** 2)
    sin2 = 1 - rng.random(count)
    z = chord * np.sqrt((1 - sin2) / sin2)
    passed = 0
    while z.size:
        passed += np.count_nonzero(z > length)
        z = z[(z >= 0) & (z <= length)]
        u = rng.random(z.size)
        along = np.sqrt(1 - u) * np.cos(2 * np.pi * rng.random(z.size))
        z = z + along * np.sqrt(u) / (1 - along ** 2)
    return passed / count


# ---- entry through the mouth, from the cosine law ----
def mouth_average(func):
    def integrand(psi, r):
        c = -r * np.cos(psi) + np.sqrt(max(0.25 - (r * np.sin(psi)) ** 2, 0.0))
        return func(c) * 8 * r / (2 * np.pi)
    return 2 * dblquad(integrand, 0, 0.5, 0, np.pi, epsabs=1e-7, epsrel=1e-7)[0]


for x in (0.3, 1.0, 5.0):
    direct = mouth_average(lambda c: c * c / (c * c + x * x))
    assert abs(direct - disk_view(x)) < 1e-5
mean_cot = quad(lambda th: 2 * np.cos(th) ** 2, 0, np.pi / 2)[0]
mean_entry = mouth_average(lambda c: c) * mean_cot
assert abs(mean_entry - 2 / 3) < 1e-5
assert abs(quad(disk_view, 0, np.inf)[0] - mean_entry) < 1e-5

# ---- jump between wall hits, from the cosine law ----
# elevation t toward the axis, azimuth p; jump = tan(t)*cos(p)
mean_square = dblquad(lambda t, p: np.sin(t) ** 2 * np.cos(p) ** 3 / np.pi,
                      -np.pi / 2, np.pi / 2, -np.pi / 2, np.pi / 2)[0]
assert abs(mean_square - 2 / 3) < 1e-7
for x in (0.4, 2.0):
    beyond = dblquad(lambda t, p: np.cos(t) ** 2 * np.cos(p) / np.pi,
                     -np.pi / 2, np.pi / 2,
                     lambda p: np.arctan2(x, np.cos(p)), np.pi / 2)[0]
    slope = (disk_view(x + 1e-4) - disk_view(x - 1e-4)) / 2e-4
    assert abs(beyond + slope / 4) < 1e-6
far = 100.0
tail = (disk_view(far + 1) - 2 * disk_view(far) + disk_view(far - 1)) / 4
assert abs(tail * far ** 4 / (3 / 8) - 1) < 0.01

# ---- capture probability of a filled length ----
w10, _ = open_tube(10, 0.125)
samples = 200000
w10_traced = traced_transmission(10, samples, np.random.default_rng(7))
sigma = np.sqrt(w10 * (1 - w10) / samples)
assert abs(w10_traced - w10) < 4 * sigma + 0.005 * w10  # noise + ring width
w40, _ = open_tube(40, 0.125)
w80, overshoot80 = open_tube(80, 0.125)
resistance_slope = (1 / w80 - 1 / w40) / 40
assert abs(resistance_slope / 0.75 - 1) < 0.015  # ring width and log term
assert abs(overshoot80 - 2 / 3) < 0.04           # finite-length deficit

# ---- filling of the hole, no sharp front assumed ----
aspects = (20, 40, 50, 80)
E = {a: fill_extrapolated(a) for a in aspects}
# this combination cancels terms proportional to a and to a*ln(a)
coefficient = (E[80] - 4 * E[40] + 4 * E[20]) / (4 * 20 ** 2)
assert abs(coefficient / 1.5 - 1) < 0.015
rest = {a: (E[a] - 1.5 * a * a) / a for a in aspects}
assert abs(rest[80]) / np.log(80) < 1.05 * abs(rest[20]) / np.log(20)

# ---- Langmuir sticking changes only lower-order terms ----
excess = {a: (langmuir_exposure(a, 1.0) - fill_exposure(a, 0.25)) / a ** 2
          for a in (10, 40)}
assert abs(excess[40]) < 0.5 * abs(excess[10])

# ---- worked example: trimethylaluminium half-cycle, rough typical values ----
diameter, depth, T = 100e-9, 5e-6, 473.0
torr = sc.torr
P, P_carrier = 0.1 * torr, 1.0 * torr
molar_mass, molar_alumina, molar_n2 = 72.09e-3, 101.96e-3, 28.01e-3
growth, density = 0.10e-9, 3000.0
size_precursor, size_pair, film = 0.7e-9, 0.5e-9, 5e-9
m = molar_mass / sc.N_A
kT = sc.k * T
K = 2 * growth * density / molar_alumina * sc.N_A
flux_mouth = P / np.sqrt(2 * np.pi * m * kT)
thermal = np.sqrt(kT / m)
flux_direct = P / kT * thermal * quad(
    lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(flux_direct / flux_mouth - 1) < 1e-8
a = depth / diameter
flat = K * np.sqrt(2 * np.pi * m * kT)
leading = 1.5 * flat * a ** 2
full = E[50] * flat
assert abs(a - 50) < 1e-9
lang_one = langmuir_exposure(50, 1.0)
lang_low = langmuir_exposure(50, 0.01)
assert lang_low > lang_one
path_self = kT / (np.sqrt(2) * np.pi * size_precursor ** 2 * P)
path_carrier = kT / (np.pi * size_pair ** 2 * P_carrier
                     * np.sqrt(1 + molar_mass / molar_n2))
path = 1 / (1 / path_self + 1 / path_carrier)
narrowing = (diameter / (diameter - 2 * film)) ** 2
size_effect = (diameter / (diameter - size_precursor)) ** 2 - 1
stored = P / kT * diameter / (4 * K)

print("TRANSPORT (lengths in hole diameters)")
print(f"mean depth of first wall hit: {mean_entry:.5f}")
print(f"mean square jump between wall hits: {mean_square:.5f}")
print(f"mean overshoot out of mouth, filled length 80: {overshoot80:.4f}")
print(f"transmission, length 10, ring calculation: {w10:.4f}")
print(f"transmission, length 10, ray tracing: {w10_traced:.4f} +- {sigma:.4f}")
print(f"transmission, length 40: {w40:.5f}; length 80: {w80:.5f}")
print(f"slope of 1/transmission, 40 to 80: {resistance_slope:.4f}")
print("FILLING, unit sticking until full (E = flux*time/K)")
for q in aspects:
    print(f"a={q}: E={E[q]:.1f}, E/a^2={E[q]/q**2:.4f}, (E-1.5a^2)/a={rest[q]:.3f}")
print(f"extracted coefficient of a^2: {coefficient:.4f}")
print(f"Langmuir (99%) minus hard filling, over a^2, a=10: {excess[10]:.4f}")
print(f"Langmuir (99%) minus hard filling, over a^2, a=40: {excess[40]:.4f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"diameter: {diameter*1e9:.0f} nm; depth: {depth*1e9:.0f} nm; a: {a:.0f}")
print(f"temperature: {T:.0f} K; precursor pressure: {P/torr:.2f} Torr")
print(f"carrier pressure: {P_carrier/torr:.1f} Torr (nitrogen)")
print(f"molar mass precursor: {molar_mass*1e3:.2f} g/mol")
print(f"molar mass alumina: {molar_alumina*1e3:.2f} g/mol")
print(f"growth per cycle: {growth*1e9:.2f} nm; density: {density/1e3:.1f} g/cm3")
print(f"precursor diameter: {size_precursor*1e9:.1f} nm")
print(f"precursor-nitrogen collision distance: {size_pair*1e9:.1f} nm")
print("EXAMPLE RESULTS")
print(f"molecular mass: {m:.4e} kg")
print(f"wall capacity K: {K*1e-18:.3f} per nm2")
print(f"impingement flux at mouth: {flux_mouth*1e-4:.3e} per cm2 per s")
print(f"flat-surface exposure K*sqrt(2 pi m k T): {flat/torr:.3e} Torr s")
print(f"leading exposure: {leading/torr:.3e} Torr s = {leading:.3f} Pa s")
print(f"leading dose time: {leading/P*1e3:.1f} ms")
print(f"exposure with finite-aspect terms: {full/torr:.3e} Torr s")
print(f"dose time with finite-aspect terms: {full/P*1e3:.1f} ms")
print("NEGLECTED EFFECTS")
print(f"finite aspect ratio: {100*(full/leading-1):+.1f} %")
print(f"Langmuir 99% E, a=50: s0=1 {lang_one:.0f}; s0=0.01 {lang_low:.0f}")
print(f"initial sticking 0.01 instead of 1: {100*(lang_low/lang_one-1):+.1f} %")
print(f"mean free path: {path*1e6:.1f} um; over diameter: {path/diameter:.0f}")
print(f"gas collisions, estimate diameter/path: {100*diameter/path:.2f} %")
print(f"film thickness {film*1e9:.0f} nm on wall: exposure factor {narrowing:.3f}")
print(f"finite molecular size: {100*size_effect:+.1f} %")
print(f"gas stored in hole / wall capacity: {stored:.2e}")
print("all tests passed")
```

Running it gives:

```
TRANSPORT (lengths in hole diameters)
mean depth of first wall hit: 0.66667
mean square jump between wall hits: 0.66667
mean overshoot out of mouth, filled length 80: 0.6524
transmission, length 10, ring calculation: 0.1097
transmission, length 10, ray tracing: 0.1092 +- 0.0007
transmission, length 40: 0.03137; length 80: 0.01614
slope of 1/transmission, 40 to 80: 0.7517
FILLING, unit sticking until full (E = flux*time/K)
a=20: E=691.9, E/a^2=1.7297, (E-1.5a^2)/a=4.593
a=40: E=2596.6, E/a^2=1.6229, (E-1.5a^2)/a=4.915
a=50: E=4001.7, E/a^2=1.6007, (E-1.5a^2)/a=5.034
a=80: E=10024.6, E/a^2=1.5663, (E-1.5a^2)/a=5.307
extracted coefficient of a^2: 1.5035
Langmuir (99%) minus hard filling, over a^2, a=10: 0.0391
Langmuir (99%) minus hard filling, over a^2, a=40: 0.0062
EXAMPLE INPUTS (rough typical values)
diameter: 100 nm; depth: 5000 nm; a: 50
temperature: 473 K; precursor pressure: 0.10 Torr
carrier pressure: 1.0 Torr (nitrogen)
molar mass precursor: 72.09 g/mol
molar mass alumina: 101.96 g/mol
growth per cycle: 0.10 nm; density: 3.0 g/cm3
precursor diameter: 0.7 nm
precursor-nitrogen collision distance: 0.5 nm
EXAMPLE RESULTS
molecular mass: 1.1971e-25 kg
wall capacity K: 3.544 per nm2
impingement flux at mouth: 1.902e+19 per cm2 per s
flat-surface exposure K*sqrt(2 pi m k T): 1.863e-06 Torr s
leading exposure: 6.986e-03 Torr s = 0.931 Pa s
leading dose time: 69.9 ms
exposure with finite-aspect terms: 7.455e-03 Torr s
dose time with finite-aspect terms: 74.5 ms
NEGLECTED EFFECTS
finite aspect ratio: +6.7 %
Langmuir 99% E, a=50: s0=1 3950; s0=0.01 4397
initial sticking 0.01 instead of 1: +11.3 %
mean free path: 28.8 um; over diameter: 288
gas collisions, estimate diameter/path: 0.35 %
film thickness 5 nm on wall: exposure factor 1.235
finite molecular size: +1.4 %
gas stored in hole / wall capacity: 1.44e-05
all tests passed
```
